**Partitioned and partition-free switch-on: steady current and bound-state oscillations**

The program studies one site of energy `eps0`, coupled by hopping `-v` to two tight-binding chains, with the left chain shifted by a bias after switch-on. It compares the exact evolution of finite chains with infinite-lead Landauer integrals and bound-state equations. Without bound states, it asserts that the partition-free start and partitioned starts with an empty or full site reach the Landauer current, 0.12035 J/ħ, where J is the chain hopping. It also asserts that the difference between the protocols shrinks over successive time windows, and that shifting the filling without the band gives another current. With one bound state, the assertions confirm a common steady current but a lasting difference of 0.450 in site occupation. With two bound states 1 and 2, they confirm the added term 2ω⟨1|ρ₀|2⟩⟨1|P_L|2⟩ sin ωt, where ω is the difference of the bound energies divided by ħ, ρ₀ is the initial density matrix and P_L projects on the left chain. The output shows amplitudes of 0.458 J/ħ for the partitioned start and 0.085 J/ħ for the partition-free start, around the same mean of 0.155 J/ħ.

## Verification by program

```python
"""
Result under test: for non-interacting electrons, a partitioned start (leads
and dot separate, joined at t=0) and a partition-free start (joined equilibrium,
bias switched on at t=0) reach the same Landauer current if the final
Hamiltonian has no bound state. Two bound states 1,2 add the lasting term
    2 w <1|rho0|2> <1|P_L|2> sin(w t),   w = E2 - E1,
whose size depends on the start; a single bound state adds no current.

Model: dot level eps0, coupled by hopping -v to two chains of hopping -J.
Units J = hbar = 1. The left chain is shifted by BIAS after t=0.
KT = temperature, MU = chemical potential, rho0 = initial density matrix,
P_L = projector on the left chain, current = particles per time from left
chain to dot. Finite chains are used for times before reflections return.
"""
import numpy as np
from scipy.linalg import eigh, block_diag
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from scipy import constants as sc

BIAS, KT, MU, N = 1.0, 0.1, 0.0, 300
TIMES = np.arange(0.0, 260.0, 0.4)
LATE = TIMES >= 180.0


def fermi(e):
    return expit(-(e - MU) / KT)


def chain(n, shift=0.0):
    return shift * np.eye(n) - np.eye(n, k=1) - np.eye(n, k=-1)


def hamiltonian(eps0, v, shift, n=N):
    h = block_diag(chain(n, shift), [[eps0]], chain(n))
    for j in (n - 1, n + 1):
        h[n, j] = h[j, n] = -v
    return h


def fermi_matrix(h):
    e, w = eigh(h)
    return (w * fermi(e)) @ w.T


def separate_start(n_dot, n=N, fill_shift=0.0):
    left = fermi_matrix(chain(n, -fill_shift))
    return block_diag(left, [[n_dot]], fermi_matrix(chain(n)))


def evolve(h, rho0):
    """Left current, dot occupation and dot return amplitude in time."""
    e, w = eigh(h)
    phase = np.exp(1j * np.outer(e, TIMES))
    dot = w @ (phase * w[N][:, None])
    contact = w @ (phase * w[N - 1][:, None])
    rho_dot = rho0 @ dot
    # rho0 is real symmetric, so <dot|rho|contact> = (rho0 dot)^dagger contact
    coherence = np.sum(rho_dot.conj() * contact, axis=0)
    current = 2 * (-h[N, N - 1]) * coherence.imag
    occupation = np.sum(dot.conj() * rho_dot, axis=0).real
    return current, occupation, dot[N].conj()


def surface_g(x):
    """Retarded end-site Green function of a half-infinite chain."""
    if abs(x) < 2:
        return (x - 1j * np.sqrt(4 - x * x)) / 2
    return (x - np.sign(x) * np.sqrt(x * x - 4)) / 2


def landauer(eps0, v, band_shift, fill_shift):
    def integrand(e):
        s_left = v**2 * surface_g(e - band_shift)
        s_right = v**2 * surface_g(e)
        g = 1 / (e - eps0 - s_left - s_right)
        trans = 4 * s_left.imag * s_right.imag * abs(g)**2
        return trans * (fermi(e - fill_shift) - fermi(e)) / (2 * np.pi)
    return quad(integrand, band_shift - 2 + 1e-12, 2 - 1e-12,
                limit=400, points=[0.0, 1.0])[0]


def bound_states(eps0, v):
    """Energies and dot weights of bound states for infinite leads."""
    def gap(e):
        return e - eps0 - v**2 * np.real(surface_g(e - BIAS) + surface_g(e))
    top, bottom = 2 + BIAS, -2.0
    found = []
    if gap(bottom) > 0:
        found.append(brentq(gap, bottom - 20, bottom, xtol=1e-13))
    if gap(top) < 0:
        found.append(brentq(gap, top, top + 20, xtol=1e-13))
    result = []
    for e in found:
        gs = [np.real(surface_g(e - BIAS)), np.real(surface_g(e))]
        slope = sum(-g * g / (1 - g * g) for g in gs)
        result.append((e, 1 / (1 - v**2 * slope)))
    return result


def bound_vector(state, v):
    e, z = state
    j = np.arange(1, N + 1)
    left = v * (-np.real(surface_g(e - BIAS)))**j
    right = v * (-np.real(surface_g(e)))**j
    return np.sqrt(z) * np.concatenate([left[::-1], [1.0], right])


def lead_element(b1, b2, v, shift, weight):
    """<b1| weight(unshifted lead Hamiltonian) |b2> within one lead."""
    def integrand(x):
        gamma = v**2 * np.sqrt(4 - x * x)
        e = x + shift
        return gamma * weight(x) / ((b1[0] - e) * (b2[0] - e)) / (2 * np.pi)
    val = quad(integrand, -2, 2, limit=400, points=[0.0])[0]
    return np.sqrt(b1[1] * b2[1]) * val


def separate_element(b1, b2, v, n_dot):
    leads = sum(lead_element(b1, b2, v, s, fermi) for s in (BIAS, 0.0))
    return leads + n_dot * np.sqrt(b1[1] * b2[1])


print(f"left bias = {BIAS:.1f} J, kT = {KT:.1f} J, mu = {MU:.1f} J")
print(f"sites per chain = {N}, late window = {TIMES[LATE][0]:.1f}"
      f" to {TIMES[LATE][-1]:.1f} hbar/J")

# ---- No bound state ----
eps0, v = 0.3, 0.5
assert len(bound_states(eps0, v)) == 0
h_eq, h_bias = hamiltonian(eps0, v, 0.0), hamiltonian(eps0, v, BIAS)
cur_sep, _, amp = evolve(h_bias, separate_start(0.0))
cur_full, _, _ = evolve(h_bias, separate_start(1.0))
cur_free, _, _ = evolve(h_bias, fermi_matrix(h_eq))
steady = landauer(eps0, v, BIAS, BIAS)
print(f"A: no bound state, eps0 = {eps0} J, v = {v} J")
print(f"A: Landauer current = {steady:.6f} J/hbar")
for name, cur in (("partitioned, empty dot", cur_sep),
                  ("partitioned, full dot", cur_full),
                  ("partition-free", cur_free)):
    assert np.max(abs(cur[LATE] - steady)) < 5e-4, name
    print(f"A: late mean, {name} = {cur[LATE].mean():.6f} J/hbar")
spreads = []
for lo, hi in ((2, 8), (20, 40), (80, 120), (180, 260)):
    win = (TIMES >= lo) & (TIMES < hi)
    spreads.append(np.max(abs(cur_sep - cur_free)[win]))
    print(f"A: max protocol difference, t = {lo}-{hi} hbar/J:"
          f" {spreads[-1]:.2e} J/hbar")
assert all(b < a for a, b in zip(spreads, spreads[1:]))
assert np.max(abs(amp[LATE])) < 1e-3
print(f"A: largest late dot return amplitude = {np.max(abs(amp[LATE])):.2e}")

# The difference of initial states must stay local as the chains grow.
norms = []
for n in (N // 2, N):
    diff = fermi_matrix(hamiltonian(eps0, v, 0.0, n)) - separate_start(0.0, n)
    norms.append(np.sum(abs(np.linalg.eigvalsh(diff))))
    print(f"A: trace norm of initial difference, {n} sites = {norms[-1]:.6f}")
assert abs(norms[0] - norms[1]) < 1e-6

# Filling shifted but band left in place: a different final Hamiltonian.
cur_fill, _, _ = evolve(h_eq, separate_start(0.0, fill_shift=BIAS))
steady_fill = landauer(eps0, v, 0.0, BIAS)
assert np.max(abs(cur_fill[LATE] - steady_fill)) < 5e-4
assert abs(steady_fill - steady) > 1e-3
print(f"A: Landauer, only filling shifted = {steady_fill:.6f} J/hbar")
print(f"A: late mean, only filling shifted = {cur_fill[LATE].mean():.6f}"
      " J/hbar")

# ---- One bound state: memory in the density, none in the current ----
eps0, v = 2.5, 1.0
states = bound_states(eps0, v)
assert len(states) == 1
b = states[0]
h_bias = hamiltonian(eps0, v, BIAS)
rho_free = fermi_matrix(hamiltonian(eps0, v, 0.0))
cur_sep, occ_sep, _ = evolve(h_bias, separate_start(1.0))
cur_free, occ_free, _ = evolve(h_bias, rho_free)
steady = landauer(eps0, v, BIAS, BIAS)
vec = bound_vector(b, v)
fill_sep = separate_element(b, b, v, 1.0)
fill_free = vec @ rho_free @ vec
memory = b[1] * (fill_sep - fill_free)
seen = (occ_sep - occ_free)[LATE].mean()
print(f"B: one bound state, eps0 = {eps0} J, v = {v} J, full dot at start")
print(f"B: bound energy = {b[0]:.6f} J, dot weight = {b[1]:.6f}")
print(f"B: Landauer current = {steady:.6f} J/hbar")
for name, cur in (("partitioned", cur_sep), ("partition-free", cur_free)):
    assert np.max(abs(cur[LATE] - steady)) < 2e-3, name
    assert abs(cur[LATE].mean() - steady) < 3e-4, name
    print(f"B: late mean, {name} = {cur[LATE].mean():.6f} J/hbar")
assert abs(seen - memory) < 1e-3 and abs(memory) > 0.05
print(f"B: bound filling, partitioned = {fill_sep:.6f}")
print(f"B: bound filling, partition-free = {fill_free:.6f}")
print(f"B: dot occupation difference, predicted = {memory:.6f}")
print(f"B: dot occupation difference, evolved = {seen:.6f}")

# ---- Two bound states: persistent oscillation ----
eps0, v = 0.0, 2.0
states = bound_states(eps0, v)
assert len(states) == 2
b1, b2 = states
omega = b2[0] - b1[0]
h_bias = hamiltonian(eps0, v, BIAS)
vec1, vec2 = bound_vector(b1, v), bound_vector(b2, v)
for state, vec in ((b1, vec1), (b2, vec2)):
    assert np.linalg.norm(h_bias @ vec - state[0] * vec) < 1e-9
    assert abs(vec @ vec - 1) < 1e-9
rho_free = fermi_matrix(hamiltonian(eps0, v, 0.0))
left_overlap = lead_element(b1, b2, v, BIAS, lambda x: 1.0)
steady = landauer(eps0, v, BIAS, BIAS)
print(f"C: two bound states, eps0 = {eps0} J, v = {v} J, empty dot at start")
print(f"C: bound energies = {b1[0]:.6f}, {b2[0]:.6f} J")
print(f"C: dot weights = {b1[1]:.6f}, {b2[1]:.6f}")
print(f"C: angular frequency = {omega:.6f} J/hbar")
print(f"C: <1|P_L|2> = {left_overlap:.6f}")
print(f"C: Landauer current = {steady:.6f} J/hbar")
t = TIMES[LATE]
basis = np.column_stack([np.ones_like(t), np.sin(omega * t),
                         np.cos(omega * t)])
cases = (("partitioned", separate_start(0.0),
          separate_element(b1, b2, v, 0.0)),
         ("partition-free", rho_free, vec1 @ rho_free @ vec2))
sizes = []
for name, rho0, element in cases:
    cur, _, amp = evolve(h_bias, rho0)
    size = 2 * omega * element * left_overlap
    sizes.append(size)
    assert np.max(abs(cur[LATE] - steady - size * np.sin(omega * t))) < 3e-3
    fit = np.linalg.lstsq(basis, cur[LATE], rcond=None)[0]
    assert np.max(abs(fit - np.array([steady, size, 0.0]))) < 1e-3
    print(f"C: {name}: <1|rho0|2> = {element:.6f}")
    print(f"C: {name}: sine coefficient, predicted = {size:.6f} J/hbar")
    print(f"C: {name}: sine coefficient, evolved = {fit[1]:.6f} J/hbar")
    print(f"C: {name}: constant part, evolved = {fit[0]:.6f} J/hbar")
assert min(abs(s) for s in sizes) > 0.01
assert abs(sizes[0] - sizes[1]) > 0.01
lasting = sum(z * np.exp(-1j * e * t) for e, z in states)
assert np.max(abs(amp[LATE] - lasting)) < 2e-3
print(f"C: largest late dot return amplitude = {np.max(abs(amp[LATE])):.6f}")

# ---- Conversion for J = 1 eV ----
unit_current = sc.e**2 / sc.hbar * 1e6
period = 2 * np.pi / omega * sc.hbar / sc.e * 1e15
current_a = landauer(0.3, 0.5, BIAS, BIAS) * unit_current
print(f"J = 1 eV: current unit e J/hbar = {unit_current:.4f} microampere")
print(f"J = 1 eV: steady current in A = {current_a:.4f} microampere")
print(f"J = 1 eV: oscillation period in C = {period:.4f} fs")
print("every check passed")
```

Output:

```
left bias = 1.0 J, kT = 0.1 J, mu = 0.0 J
sites per chain = 300, late window = 180.0 to 259.6 hbar/J
A: no bound state, eps0 = 0.3 J, v = 0.5 J
A: Landauer current = 0.120352 J/hbar
A: late mean, partitioned, empty dot = 0.120352 J/hbar
A: late mean, partitioned, full dot = 0.120352 J/hbar
A: late mean, partition-free = 0.120352 J/hbar
A: max protocol difference, t = 2-8 hbar/J: 1.40e-02 J/hbar
A: max protocol difference, t = 20-40 hbar/J: 1.50e-06 J/hbar
A: max protocol difference, t = 80-120 hbar/J: 1.37e-08 J/hbar
A: max protocol difference, t = 180-260 hbar/J: 1.14e-09 J/hbar
A: largest late dot return amplitude = 5.58e-05
A: trace norm of initial difference, 150 sites = 1.074516
A: trace norm of initial difference, 300 sites = 1.074516
A: Landauer, only filling shifted = 0.127844 J/hbar
A: late mean, only filling shifted = 0.127844 J/hbar
B: one bound state, eps0 = 2.5 J, v = 1.0 J, full dot at start
B: bound energy = 3.375181 J, dot weight = 0.646143
B: Landauer current = 0.075448 J/hbar
B: late mean, partitioned = 0.075447 J/hbar
B: late mean, partition-free = 0.075448 J/hbar
B: bound filling, partitioned = 0.699475
B: bound filling, partition-free = 0.003118
B: dot occupation difference, predicted = 0.449946
B: dot occupation difference, evolved = 0.449939
C: two bound states, eps0 = 0.0 J, v = 2.0 J, empty dot at start
C: bound energies = -2.808446, 3.415547 J
C: dot weights = 0.454755, 0.329628
C: angular frequency = 6.223993 J/hbar
C: <1|P_L|2> = -0.202591
C: Landauer current = 0.155274 J/hbar
C: partitioned: <1|rho0|2> = -0.181740
C: partitioned: sine coefficient, predicted = 0.458321 J/hbar
C: partitioned: sine coefficient, evolved = 0.458318 J/hbar
C: partitioned: constant part, evolved = 0.155275 J/hbar
C: partition-free: <1|rho0|2> = -0.033703
C: partition-free: sine coefficient, predicted = 0.084994 J/hbar
C: partition-free: sine coefficient, evolved = 0.084994 J/hbar
C: partition-free: constant part, evolved = 0.155274 J/hbar
C: largest late dot return amplitude = 0.784431
J = 1 eV: current unit e J/hbar = 243.4135 microampere
J = 1 eV: steady current in A = 29.2952 microampere
J = 1 eV: oscillation period in C = 0.6645 fs
every check passed
```
